\section*{Current Through Two Opposed Ideal Schottky Diodes with Unequal Saturation Currents, part 2}

A lightly doped n-type layer has a Schottky contact on each face. We want its steady current $I$, positive from left to right, at voltage $V$, left metal minus right metal. Potentials are electron Fermi energies divided by $-q$, with $q>0$ the elementary charge. The temperature is $T$, $V_t=kT/q$ and $v=V/V_t$. The neutral region's resistance is neglected.

A barrier of height $\phi$ volts ($\phi_1$ left, $\phi_2$ right), independent of bias in the ideal model, emits from the metal the current density
\begin{equation}
J_s=\frac{2q}{h^3}\,e^{-\phi/V_t}
\int_0^\infty\!\frac{p_x}{m}\,e^{-p_x^2/2mkT}\,dp_x
\int_0^\infty\! 2\pi p_\perp\, e^{-p_\perp^2/2mkT}\,dp_\perp .
\label{eq:flux}
\end{equation}
Here $m$ is the electron mass, and $p_x$ and $p_\perp$ are the momenta normal to and along the interface. With area $S$, Richardson constant $A^*$ and $U$ the potential of metal minus semiconductor, the current from metal into semiconductor is
\begin{equation}
I_{\rm m\to s}=I_s\left(e^{U/V_t}-1\right),\qquad I_s=S A^*T^2e^{-\phi/V_t}. \label{eq:diode}
\end{equation}
This is the thermionic regime: electrons reaching the barrier top are in equilibrium with the neutral region.

The saturation currents are $I_1$ (left) and $I_2$ (right). The voltage splits as $V=V_1+V_2$, with $V_1$ left metal minus semiconductor and $V_2$ semiconductor minus right metal:
\begin{equation}
I=I_1\left(e^{V_1/V_t}-1\right). \label{eq:left}
\end{equation}
\begin{equation}
I=I_2\left(1-e^{-V_2/V_t}\right). \label{eq:right}
\end{equation}
Eliminating the inner potential gives
\begin{equation}
\boxed{\,I=\frac{I_1I_2\left(e^{v}-1\right)}{I_2+I_1e^{v}},\qquad v=\frac{V}{V_t}.\,} \label{eq:main}
\end{equation}
The plateaus are $+I_2$ and $-I_1$, each set by the reverse-biased contact. The distances from them are
\begin{align}
1-\frac{I}{I_2}&=\frac{I_2+I_1e^v-I_1(e^v-1)}{I_2+I_1e^v}
=\frac{I_1+I_2}{I_2+I_1e^v}, \label{eq:gapplus}
\end{align}
\begin{align}
1+\frac{I}{I_1}&=\frac{I_2+I_1e^v+I_2(e^v-1)}{I_2+I_1e^v}
=\frac{(I_1+I_2)e^v}{I_2+I_1e^v}. \label{eq:gapminus}
\end{align}
The voltage divides as
\begin{equation}
V_1=V_t\ln\left(1+\frac{I}{I_1}\right),\qquad
V_2=-V_t\ln\left(1-\frac{I}{I_2}\right). \label{eq:division}
\end{equation}
The forward biases, for positive and negative $V$ respectively, obey
\begin{equation}
V_1<V_t\ln\left(1+\frac{I_2}{I_1}\right). \label{eq:forward1}
\end{equation}
\begin{equation}
-V_2<V_t\ln\left(1+\frac{I_1}{I_2}\right). \label{eq:forward2}
\end{equation}

The control shares $c_1=I_2/(I_2+I_1e^v)$ and $c_2=I_1e^v/(I_2+I_1e^v)$ are the relative changes of $I$ per relative change of $I_1$ and $I_2$, the other saturation current, $V$ and $T$ being fixed. They sum to one, and
\begin{equation}
I=c_2I_2-c_1I_1. \label{eq:average}
\end{equation}

\subsection{The shape of the characteristic}

The shares are equal when $I_1e^v=I_2$, that is, at the voltage
\begin{equation}
V^*=V_t\ln\frac{I_2}{I_1}. \label{eq:vstar}
\end{equation}
Let $w=(V-V^*)/V_t$, so that $I_1e^v/I_2=e^w$. Then
\begin{equation}
c_2=\frac{e^w}{1+e^w}=\frac12\left(1+\tanh\frac w2\right),\qquad
c_1=\frac12\left(1-\tanh\frac w2\right), \label{eq:tanhshares}
\end{equation}
and \eqref{eq:average} becomes
\begin{equation}
I=\frac{I_2-I_1}{2}+\frac{I_1+I_2}{2}\tanh\frac{V-V^*}{2V_t}. \label{eq:tanh}
\end{equation}
Unequal contacts thus give the same curve as equal ones, scaled and shifted so that it still passes through the origin. Its slope is
\begin{equation}
\frac{dI}{dV}=\frac{I_1+I_2}{4V_t}\,\operatorname{sech}^2\frac{V-V^*}{2V_t}, \label{eq:slope}
\end{equation}
which is largest at $V^*$. There the slope is $(I_1+I_2)/4V_t$ and the current is $(I_2-I_1)/2$.

If both contacts have the same area and Richardson constant, \eqref{eq:diode} gives $I_2/I_1=e^{(\phi_1-\phi_2)/V_t}$, and hence
\begin{equation}
V^*=\phi_1-\phi_2. \label{eq:barrierdiff}
\end{equation}
Under these conditions the steepest point lies at the difference of the two barriers. Unequal areas or Richardson constants shift it by $V_t$ times the logarithm of the ratio of their products, right over left.

Near zero voltage, $e^v-1\simeq v$ and the denominator of \eqref{eq:main} is $I_1+I_2$. The resistance is then
\begin{equation}
R_0=\frac{V}{I}=V_t\,\frac{I_1+I_2}{I_1I_2}=\frac{V_t}{I_1}+\frac{V_t}{I_2}, \label{eq:R0}
\end{equation}
the sum of the zero-bias resistances of the two diodes. The contact with the smaller saturation current contributes the larger part.

\subsection{Numbers for a silicon layer}

Take n-type silicon with doping $10^{16}\ \mathrm{cm^{-3}}$, thickness $5\ \mathrm{\mu m}$ and contact area $100\ \mathrm{\mu m^2}$, at $300\ \mathrm K$. The barriers are $0.65$ eV on the left and $0.60$ eV on the right, and the effective Richardson constant is $110\ \mathrm{A/(cm^2K^2)}$ for both; these are rough values. Summing the emission integral \eqref{eq:flux} over silicon's valleys would give about $250$ in the same units; the lower value makes a rough allowance for electrons scattered or reflected back near the barrier. With $V_t=25.852$ mV and an area of $10^{-6}\ \mathrm{cm^2}$,
\begin{align}
SA^*T^2&=10^{-6}\times110\times300^2\ \mathrm A=9.9\ \mathrm A,\nonumber\\
I_1&=9.9\,e^{-650/25.852}\ \mathrm A=119.16\ \mathrm{pA},\nonumber\\
I_2&=9.9\,e^{-600/25.852}\ \mathrm A=824.29\ \mathrm{pA}. \label{eq:numbers}
\end{align}
The digits serve to follow the arithmetic; the rough inputs don't support that precision. The ratio $I_2/I_1$ is $6.918$, produced by a barrier difference of only $50$ meV.

At $V=100$ mV, $e^v=47.86$ and
\begin{equation}
I=\frac{119.16\times824.29\times46.86}{824.29+119.16\times47.86}\ \mathrm{pA}
=705\ \mathrm{pA}. \label{eq:at100}
\end{equation}
Other voltages give the following values.
\begin{center}
\begin{tabular}{rrrr}
$V$ (mV) & $I$ (pA) & $V_1$ (mV) & $V_2$ (mV)\\
$-1000$ & $-119.16$ & $-996.51$ & $-3.49$\\
$-100$ & $-116.31$ & $-96.59$ & $-3.41$\\
$50$ & $352.57$ & $35.57$ & $14.43$\\
$100$ & $705.13$ & $50.00$ & $50.00$\\
$200$ & $821.45$ & $53.41$ & $146.59$\\
$1000$ & $824.29$ & $53.49$ & $946.51$
\end{tabular}
\end{center}
At $+1000$ mV the forward-biased left contact takes $53.49$ mV, the limiting value in \eqref{eq:forward1}. At $-1000$ mV the forward bias of the right contact is $3.49$ mV, the limit in \eqref{eq:forward2}.

The voltage divides equally at $100$ mV, where the current is twice that at $50$ mV. Both facts follow from $V=2V^*$. Put $r=I_2/I_1$. Then $e^v=r^2$, and \eqref{eq:main} gives
\begin{equation}
I=\frac{I_1\,r(r^2-1)}{r+r^2}=I_1(r-1)=I_2-I_1, \label{eq:twice}
\end{equation}
twice the current at $V^*$. Equation \eqref{eq:division} then gives $V_1=V_t\ln r=V^*$, which leaves $V_2=V^*$.

To find where the current is within a fraction $\delta$ of a plateau, set \eqref{eq:gapplus} or \eqref{eq:gapminus} equal to $\delta$ and solve for $e^v$:
\begin{equation}
e^{v_+}=\frac{(I_1+I_2)/\delta-I_2}{I_1},\qquad
e^{v_-}=\frac{\delta I_2}{I_1+I_2-\delta I_1}. \label{eq:v99}
\end{equation}
For $\delta=0.01$ these are $785$ and $0.00875$, so $99\%$ of the plateau is reached at $+172.3$ mV and $-122.5$ mV. The positive plateau needs the larger voltage because its current is larger and the weak left contact must be driven forward to pass it.

The right contact's share of control is $0.00006$ at $-200$ mV, $0.126$ at zero and $0.997$ at $+200$ mV. The steepest slope is $9.12$ nS, and the zero-bias resistance is $248\ \mathrm{M\Omega}$.

The closed form was tested against numerical solutions for the inner potential that equate \eqref{eq:left} and \eqref{eq:right}. The pairs $(I_1,I_2)$ were the example's values, the same values exchanged, two equal contacts, and contacts differing by a factor of $1000$ in either order. The voltages were $\pm3$, $\pm50$, $\pm200$ and $\pm800$ mV. The largest difference, relative to the numerical current, was $7.3\times10^{-13}$.

\subsection{Why a real plateau slopes}

Of the assumptions whose cost is estimated here, the constant barrier costs most at fixed temperature. An electron at distance $x$ from the metal is attracted by its image at distance $2x$ with force $q^2/[4\pi\varepsilon(2x)^2]$, where $\varepsilon$ is the permittivity of silicon. Integration from infinity gives the energy $-q^2/(16\pi\varepsilon x)$. A field of magnitude $F$ that drives electrons away from the metal adds $-qFx$. The sum is greatest at
\begin{equation}
x_0=\sqrt{\frac{q}{16\pi\varepsilon F}},\qquad
\Delta\phi=2Fx_0=\sqrt{\frac{qF}{4\pi\varepsilon}}, \label{eq:image}
\end{equation}
where $\Delta\phi$ is the barrier lowering in volts.

The field follows from Poisson's equation. Let $\psi$ be the band bending in volts, measured from the neutral region. The charge density is $qN(1-e^{-\psi/V_t})$ for doping $N$, and $F\,dF$ equals this density times $d\psi/\varepsilon$. Integrating up to the bending $\psi_s$ at the contact, and dropping $e^{-\psi_s/V_t}$, gives
\begin{equation}
F^2=\frac{2qN}{\varepsilon}\left(\psi_s-V_t\right). \label{eq:field}
\end{equation}
In the neutral region the Fermi level lies $V_t\ln(N_c/N)$ below the conduction band, in volts, where $N_c$ is the band density of states. The bending at the contact is therefore $\psi_s=\phi-V_t\ln(N_c/N)$ plus the reverse bias. With $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ and a permittivity $11.7$ times that of vacuum, $\psi_s$ at the right contact is $0.395$ V at zero bias and $1.341$ V at $V=+1000$ mV. Reverse bias increases $\psi_s$, hence $F$ and $\Delta\phi$. At the right contact the lowering grows from $20.39$ meV at zero bias to $28.02$ meV at $V=+1000$ mV. If the stated barriers are the effective ones at zero bias, the emission rises by $e^{7.63/25.852}=1.34$. Solving the circuit with lowering at both contacts gives $979$ pA at $+500$ mV and $1106$ pA at $+1000$ mV, the latter $34\%$ above the ideal current. At $-1000$ mV it gives $-159$ pA in place of $-119$ pA. These figures take $\psi_s$ from the stated barriers and the field at the interface. If $\psi_s$ is taken from the unlowered barriers, about $21$ meV higher, and the top is located in the curved band profile, the three currents become $975$, $1100$ and $-158$ pA and the rise becomes $33\%$, so the last digits are not significant. The reverse-biased contact still sets the current, but its emission no longer saturates.

Tunnelling adds to this. Near its top the barrier is close to a parabola of curvature $2F/x_0$ in volts per length squared, so $\omega=\sqrt{2qF/(mx_0)}$. A parabolic barrier transmits a fraction $1/(1+e^{-2\pi\epsilon/\hbar\omega})$ of the electrons at energy $\epsilon$ from the top. Weighting this with $e^{-\epsilon/kT}$ multiplies the thermionic current by $a/\sin a$, with $a=\hbar\omega/2kT<\pi$. For silicon's light mass, $0.19$ free masses, the factor is $1.058$ at zero bias and $1.161$ at $+1000$ mV, a further rise of about $10\%$. These are upper estimates: $\hbar\omega$ exceeds $\Delta\phi$ here, the true barrier is wider than the parabola below its top, and not all of silicon's valleys present the light mass to the contact.

\subsection{The model beside real contacts}

Barriers near $0.6$ eV are typical of several metal silicides on n-type silicon. The doping, however, is far below that under the source and drain contacts of scaled transistors, which is roughly $10^{20}\ \mathrm{cm^{-3}}$ or more. There the barrier is so thin that tunnelling dominates, and \eqref{eq:main} doesn't apply. The example describes contacts to lightly doped silicon. Among the effects sized here, the bias dependence of the barrier is the largest at fixed temperature: at $1000$ mV it moves the plateau by the $34\%$ found above.

The other neglected effects that were sized are smaller here. The undepleted layer has a resistance of $260\ \Omega$ and drops $0.214\ \mathrm{\mu V}$ at $824$ pA; neglecting it requires this drop to be far below $V_t$. At $+1000$ mV the depletion layers are $217$ and $412$ nm wide, so a neutral region remains. The peak field is $0.064$ MV/cm, against a rough breakdown field of $0.4$ MV/cm. Generation in the right depletion layer, for a rough lifetime of $1\ \mathrm{\mu s}$, adds at most about $0.03$ pA. That figure counts the whole depleted width; only the part nearly free of carriers generates at the full rate, which roughly halves it. The doping is $3.6\times10^{-4}$ of the band density of states, so Boltzmann statistics hold. Hole current, leakage at contact edges and non-uniform barriers were not sized. Nor was the departure from the thermionic regime: drift and diffusion carry electrons between the neutral region and the barrier top at a finite rate, which can lower both plateaus noticeably in lightly doped silicon. The example is near the edge of the regime: fields above $3\times10^4\ \mathrm{V/cm}$ hold the drift velocity near its saturation value, about $10^7$ cm/s, only a few times the emission velocity $A^*T^2/(qN_c)=2.2\times10^6$ cm/s. A loss of tens of percent, comparable with the barrier lowering, is therefore possible. It depends little on bias, so it affects the height of the plateaus more than their slope.

A temperature change of $10$ K matters more than any of the effects sized above. With the barrier held fixed, warming from $300$ to $310$ K multiplies $I_2$ by
\begin{equation}
\left(\frac{310}{300}\right)^2\exp\left[\frac{600}{25.852}\left(1-\frac{300}{310}\right)\right]=2.26. \label{eq:warm}
\end{equation}
These effects limit how well a measured plateau gives the barrier height. In this example, analysing a plateau measured at $310$ K as if it were at $300$ K lowers the result by about $21$ meV, and ignoring the image lowering at $1000$ mV lowers it by about $8$ meV, or up to $10$ meV with tunnelling included. The area and the Richardson constant must be known too: a factor of two in their product shifts the result by $V_t\ln2$, or $18$ meV. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 300 K; thermal voltage: 25.852 mV
Rough barriers, left and right: 0.65, 0.60 eV
Rough Richardson constant: 110 A/(cm2 K2)
Area: 100 um2; thickness: 5 um
Doping: 1.0e+16 cm^-3
Saturation current I1 (left): 119.16 pA
Saturation current I2 (right): 824.29 pA
Ratio I2/I1: 6.918
V (mV) | I (pA) | V1 left (mV) | V2 right (mV)
-1000 | -119.16 | -996.51 | -3.49
-200 | -119.10 | -196.51 | -3.49
-100 | -116.31 | -96.59 | -3.41
-50 | -99.84 | -47.04 | -2.96
50 | 352.57 | 35.57 | 14.43
100 | 705.13 | 50.00 | 50.00
200 | 821.45 | 53.41 | 146.59
1000 | 824.29 | 53.49 | 946.51
Largest relative error of closed form: 7.3e-13
Forward-bias limit, left contact: 53.49 mV
Forward-bias limit, right contact: 3.49 mV
99% of positive plateau at: 172.3 mV
99% of negative plateau at: -122.5 mV
Steepest point V*: 50.00 mV
Current at V*: 352.57 pA
Steepest slope: 9.124 nS
Zero-bias resistance: 248.3 Mohm
Control share of right contact at -200 mV: 0.00006
Control share of right contact at 0 mV: 0.12630
Control share of right contact at 200 mV: 0.99699
Neglected effects (at +1000 mV unless stated):
Peak field, right contact: 0.0638 MV/cm
Rough breakdown field: 0.40 MV/cm
Image lowering at zero bias: 20.39 meV
Image lowering at +1000 mV: 28.02 meV
Current with image force at -1000 mV: -159.2 pA
Current with image force at 500 mV: 978.6 pA
Current with image force at 1000 mV: 1105.5 pA
Image-force rise above ideal current: 34.1 %
Light electron mass used: 0.19 free masses
Tunnelling factor at zero bias: 1.058
Tunnelling factor at +1000 mV: 1.161
Rough mobility: 1200 cm2/Vs
Layer resistance, undepleted: 260 ohm
Resistive voltage drop: 0.214 uV
Depletion widths, left and right: 217, 412 nm
Rough carrier lifetime: 1 us
Depletion generation current: 0.033 pA
Doping / band density of states: 3.6e-04
I2 ratio, 310 K to 300 K: 2.26
\end{verbatim}
